# Near-Field Radiation Between Weakly Absorbing Half-Spaces: The n² Limit

## Definitions and the statement

Two identical half-spaces fill $z<0$ and $z>d$, with vacuum between them. They have temperatures $T_1>T_2$ and the local, isotropic relative permittivity

$$\varepsilon=n^2+i\varepsilon'',\qquad n>1,\quad \varepsilon''>0, \tag{1}$$

independent of frequency; they are nonmagnetic. Fields vary as $e^{iKx-i\omega t}$, with $K\ge0$ the wavenumber along the surfaces. With $k_0=\omega/c$, the normal wavenumbers in vacuum and solid are

$$p=\sqrt{k_0^2-K^2},\qquad q=\sqrt{\varepsilon k_0^2-K^2}, \tag{2}$$

with nonnegative imaginary parts. Write $q=q'+iq''$, and define $Y=q$ for s polarization (electric field along $y$) and $Y=q/\varepsilon$ for p polarization (magnetic field along $y$). The thermal energy of an oscillator is

$$\Theta(\omega,T)=\frac{\hbar\omega}{e^{\hbar\omega/kT}-1}. \tag{3}$$

The zero-point part is omitted because it cancels from the net flux $J$.

The result is

$$\lim_{d\to0}\ \lim_{\varepsilon''\to0}J=n^2\sigma(T_1^4-T_2^4). \tag{4}$$

The absorption goes to zero first. Each body must nevertheless remain much thicker than its absorption length, and isothermal over that length, so that it is opaque and emits at a definite temperature. The reference flux $\sigma(T_1^4-T_2^4)$ belongs to two black bodies in vacuum. The same two solids far apart exchange less, because they reflect.

## Heat carried by one lateral wave

The source of the radiation is the thermal current in the absorbing solid. The Nyquist law for a medium of conductivity $\omega\varepsilon_0\varepsilon''$ gives the one-sided spectral density

$$\langle j_a(\mathbf r)j_b^*(\mathbf r')\rangle_\omega=S\,\delta_{ab}\,\delta(\mathbf r-\mathbf r'),\qquad S=\frac2\pi\,\omega\varepsilon_0\varepsilon''\Theta. \tag{5}$$

Amplitudes are root-mean-square values, so the power flux is $\mathrm{Re}(\mathbf E\times\mathbf H^*)$ without a factor ½. Different $K$ and different depths are uncorrelated; their powers add, with $\int d^2K/(2\pi)^2$ per unit area.

Maxwell's equations are $\nabla\times\mathbf E=i\omega\mu_0\mathbf H$ and $\nabla\times\mathbf H=-i\omega\varepsilon_0\varepsilon\mathbf E+\mathbf j$. For s polarization they give

$$E_y''+q^2E_y=-i\omega\mu_0j_y. \tag{6}$$

A current sheet at depth $s$ in body 1 radiates $A e^{iq|z+s|}$. The jump of slope, $2iqA=-i\omega\mu_0j_y$, gives $A=-\omega\mu_0j_y/(2q)$. Let $t$ be the field at the face of body 2 divided by the incident field at the face of body 1. In body 2 the power flux is $q'|E_y|^2/(\omega\mu_0)$. The sum over depths contains $\int_0^\infty e^{-2q''s}ds=1/(2q'')$, so the power is

$$P_s=\frac{q'}{\omega\mu_0}\,|t|^2\,\frac{\omega^2\mu_0^2}{4|q|^2}\,\frac{S}{2q''}
=\frac{2\Theta}{\pi}\,|t|^2\,\frac{q'k_0^2\varepsilon''}{8|q|^2q''}. \tag{7}$$

The imaginary part of $q^2=\varepsilon k_0^2-K^2$ is $2q'q''=\varepsilon''k_0^2$. Hence $P_s=(\Theta/2\pi)|t|^2q'^2/|q|^2$.

For p polarization, the curl of the second Maxwell equation gives

$$H_y''+q^2H_y=-(\partial_zj_x-iKj_z). \tag{8}$$

The solution for a unit source $-\delta(z+s)$ is $G=(i/2q)e^{iq|z+s|}$. On the side towards the gap, $j_x$ therefore produces an amplitude of modulus $|j_x|/2$, and $j_z$ one of modulus $K|j_z|/(2|q|)$. These components are uncorrelated, so their mean squares add to $S(|q|^2+K^2)/(4|q|^2)$. Since $E_x=qH_y/(\omega\varepsilon_0\varepsilon)$ in body 2, the power flux there is $\mathrm{Re}Y\,|H_y|^2/(\omega\varepsilon_0)$. Summing over depth and using $\varepsilon''/q''=2q'/k_0^2$,

$$P_p=\frac{2\Theta}{\pi}|t|^2\,\mathrm{Re}Y\,\frac{q'(|q|^2+K^2)}{4|q|^2k_0^2}. \tag{9}$$

To simplify this, multiply $\varepsilon^*k_0^2=q^{*2}+K^2$ by $q$ and take the real part:

$$k_0^2\,\mathrm{Re}(q\varepsilon^*)=q'(|q|^2+K^2). \tag{10}$$

Because $\mathrm{Re}(q\varepsilon^*)=|\varepsilon|^2\mathrm{Re}Y$ and $|q|^2=|\varepsilon|^2|Y|^2$, the last fraction in (9) is $\mathrm{Re}Y/(4|Y|^2)$. Both polarizations thus give $P=\Theta\tau/(2\pi)$, with

$$\tau=\left(\frac{\mathrm{Re}Y}{|Y|}\right)^2|t|^2. \tag{11}$$

The reverse flow has the same $\tau$ by mirror symmetry. With $d^2K=2\pi K\,dK$, the net flux is

$$J=\int_0^\infty d\omega\,\frac{\Theta_1-\Theta_2}{4\pi^2}\int_0^\infty K\,dK\sum_{s,p}\tau. \tag{12}$$

## Transmission through the gap

Let $F$ be $E_y$ or $H_y$. The tangential fields are continuous when $F$ is continuous and the slope on the vacuum side equals $iY$ times the outgoing amplitude in the solid. At the second face this means $F(d)=t$ and $F'(d)=iYt$. Carrying these values back through the vacuum gives

$$F(0)=t\left[\cos pd-\frac{iY}{p}\sin pd\right],\quad
F'(0)=t\left[iY\cos pd+p\sin pd\right]. \tag{13}$$

At the first face, with reflected amplitude $\rho$, $F(0)=1+\rho$ and $F'(0)=iY(1-\rho)$. Therefore $F(0)+F'(0)/(iY)=2$, which eliminates $\rho$ and yields

$$\frac1t=\cos pd-\frac i2\left(\frac Yp+\frac pY\right)\sin pd. \tag{14}$$

Now let $\varepsilon''\to0$ at fixed $d$. For $K>nk_0$, $Y$ becomes $i\eta$ with $\eta>0$, and $p=i\gamma$ with $\gamma=\sqrt{K^2-k_0^2}$. Then $1/t=\cosh\gamma d+\frac12(\gamma/\eta+\eta/\gamma)\sinh\gamma d$, which cannot vanish, while $\mathrm{Re}Y\to0$. These waves drop out; the decay $e^{-2\gamma d}$ at large $K$ makes this hold for their integral too.

For $K<nk_0$, $Y$ is real and the prefactor in (11) is one. Taking the squared modulus of (14), and using $\frac14(a+1/a)^2=1+\frac14(a-1/a)^2$ with $a=Y/p$, gives

$$\tau=\frac{1}{1+\frac14(Y/p-p/Y)^2\sin^2pd}\qquad(K<k_0). \tag{15}$$

For $k_0<K<nk_0$ the wave propagates in the solids but decays in the gap. With $p=i\gamma$, the same steps give

$$\tau=\frac{1}{1+\frac14(Y/\gamma+\gamma/Y)^2\sinh^2\gamma d}. \tag{16}$$

## The contact limit

At every fixed $K<nk_0$, apart from isolated points, (15) and (16) tend to one as $d\to0$. They never exceed one, and $\Theta\omega^2$ is integrable, so the limit may be taken under the integrals. The two polarizations give

$$\int_0^{nk_0}2K\,dK=n^2k_0^2. \tag{17}$$

For each temperature, substitute $x=\hbar\omega/kT$ and use $\int_0^\infty x^3/(e^x-1)\,dx=\pi^4/15$:

$$n^2\int_0^\infty\frac{\Theta\,\omega^2}{4\pi^2c^2}\,d\omega
=n^2\frac{\pi^2k^4}{60\hbar^3c^2}T^4=n^2\sigma T^4. \tag{18}$$

The difference of two such terms is (4). Waves with $K<k_0$ supply one blackbody flux; those that tunnel, with $k_0<K<nk_0$, supply the other $n^2-1$. Since $\tau\le1$ and $\Theta_1>\Theta_2$, the limit is also an upper bound for the lossless model at any gap.

## How small the gap must be

The slowest waves to reach full transmission graze the surface inside the solid, where $q$ is small. Set $v=q/k_0$ and $\delta=k_0d$. For small $\delta$, replace $\sin^2(pd)/p^2$ by $d^2$, which also covers imaginary $p$. Then (15) and (16) become

$$\tau\simeq\left[1+\frac{(Y^2-p^2)^2d^2}{4Y^2}\right]^{-1}. \tag{19}$$

With $p^2/k_0^2=v^2-(n^2-1)$, this reads

$$\tau_s\simeq\frac{v^2}{v^2+b^2},\qquad \tau_p\simeq\frac{v^2}{v^2+(N_0-Cv^2)^2\delta^2}, \tag{20}$$

$$b=\frac{(n^2-1)\delta}{2},\quad N_0=\frac{n^2(n^2-1)}{2},\quad C=\frac{n^4-1}{2n^2}. \tag{21}$$

Since $K\,dK=-q\,dq$, the fraction missing from (17) is $D=n^{-2}\int_0^n v\,dv\,[(1-\tau_s)+(1-\tau_p)]$. The s integral is $\frac12b^2\ln(1+n^2/b^2)\simeq b^2\ln(n/b)$. In the p integral, the constant part $N_0^2$ of the squared bracket gives a logarithm of the same form. The remainder, $-2N_0Cv^2+C^2v^4$, cancels the singularity at $v=0$ and contributes $\delta^2\int_0^n(-2N_0Cv+C^2v^3)dv$. Thus, to leading order,

$$D\simeq\frac1{n^2}\left\{b^2\ln\frac nb+\delta^2\left[N_0^2\ln\frac{n}{N_0\delta}-N_0Cn^2+\frac{C^2n^4}{4}\right]\right\}. \tag{22}$$

For $n=3.4$ and $\delta=0.001$, direct integration gives $D=1.058\times10^{-3}$ and (22) gives $1.056\times10^{-3}$. The coefficient of the p logarithm is $n^4$ times that of the s logarithm. The expansion requires

$$\frac{n(n^2-1)}2\,k_0d\ll1, \tag{23}$$

which for large $n$ is much stricter than $k_0d\ll1$.

At the other extreme, a wide gap removes the tunnelling waves. For $K<k_0$, the thermal spectrum averages over interference fringes. The average of $1/(1+B\sin^2\phi)$ over $\phi$ is $1/\sqrt{1+B}$; with $B=\frac14(Y/p-p/Y)^2$ this gives

$$\bar\tau=\frac{2Yp}{Y^2+p^2}. \tag{24}$$

For $n=3.4$ the resulting far-field flux is 0.552 of the blackbody value. Integration of (15) and (16) at a gap of 50 µm, for 400 K and 300 K, gives 0.553.

## Why absorption must vanish first

At fixed $\varepsilon''$, waves with $K\gg nk_0$ cannot be discarded as $d\to0$. For them $p\simeq q\simeq iK$. In s polarization $\mathrm{Re}Y/|Y|\simeq\varepsilon''k_0^2/(2K^2)$, whose square gives a convergent $K$ integral. In p polarization $Y\simeq iK/\varepsilon$, so the ratio tends to the constant $\varepsilon''/|\varepsilon|$. With $x=Kd$, (14) becomes

$$\frac1t=\cosh x+\frac12\left(\varepsilon+\frac1\varepsilon\right)\sinh x
=\frac{(\varepsilon+1)^2e^x-(\varepsilon-1)^2e^{-x}}{4\varepsilon}. \tag{25}$$

For $\varepsilon''\ll n^2$, define $r=(n^2-1)/(n^2+1)$ and $r''=2\varepsilon''/(n^2+1)^2$; the latter is the imaginary part of $(\varepsilon-1)/(\varepsilon+1)$ to first order. Then

$$\tau_p\simeq\frac{4r''^2e^{-2x}}{(1-r^2e^{-2x})^2}. \tag{26}$$

Expand the reciprocal of the denominator as $\sum_{m\ge1}m\,r^{2(m-1)}e^{-2(m-1)x}$ and use $\int_0^\infty xe^{-2mx}dx=1/(4m^2)$. The result is

$$\int K\,dK\,\tau_p\simeq\frac{r''^2L}{d^2},\qquad L=\sum_{m\ge1}\frac{r^{2(m-1)}}m=-\frac{\ln(1-r^2)}{r^2}. \tag{27}$$

Finally $\int_0^\infty\Theta\,d\omega=\pi^2k^2T^2/(6\hbar)$, so the extra flux is

$$J_{\rm loss}\simeq\frac{k^2(T_1^2-T_2^2)}{24\hbar d^2}\,r''^2L. \tag{28}$$

It diverges as $\varepsilon''^2/d^2$. The two orders of limits can be seen in $k_0^{-2}\int K\,dK\sum\tau$, which equals $n^2=11.56$ in the ideal limit. For $k_0d=3\times10^{-5}$ and $\varepsilon''=0.01$, the full integral and the sum of $n^2$ and the tail (27) both give 42.56. For $k_0d=0.001$ and $\varepsilon''=10^{-4}$, the full integral is 11.548, as in the lossless case. The useful regime is therefore a window: the gap must satisfy (23) and yet be large enough that (28) is small.

## Example in the regime of lightly doped silicon

Take $n=3.4$, $\varepsilon''=0.001$, $T_1=400$ K and $T_2=300$ K. These are round parameters in the rough regime of lightly doped silicon in the thermal infrared. The blackbody flux is 0.0992 W/cm², and the ideal limit is

$$11.56\times0.09923\ \mathrm{W/cm^2}=1.147\ \mathrm{W/cm^2}=11.47\ \mathrm{kW/m^2}. \tag{29}$$

At fixed temperatures, the lossless integrals give:

| Gap (nm) | Flux (W/cm²) | Flux / blackbody |
|---:|---:|---:|
| 1 | 1.146 | 11.55 |
| 10 | 1.118 | 11.27 |
| 100 | 0.871 | 8.78 |
| 1000 | 0.241 | 2.43 |
| 10000 | 0.057 | 0.58 |

The length $\hbar c/kT_1$ is 5.7 µm. At the representative frequency $\hbar\omega=4kT_1$, a 10 nm gap has $k_0d=4\times10/5725=0.0070$, and the left side of (23) is 0.13. The flux is then 2.5% below the limit. At 100 nm the left side is 1.3, and 24% of the limit is missing, although the gap is still far below the thermal length.

The loss tail (28) at 10 nm is only $1.5\times10^{-6}$ W/cm². It would equal the ideal limit at 0.011 nm, below atomic spacings, where a continuum permittivity has no meaning. For this small loss the formal divergence is irrelevant at 10 nm.

Real silicon surfaces raise a larger difficulty: their oxide. Consider a 1 nm oxide on each face, with 10 nm between the oxide surfaces. In the quasi-static regime, a film of permittivity $\varepsilon_f$ and thickness $h$ has potential $Ae^{-Kz}+Be^{Kz}$, with $z$ measured into the body. Continuity of potential and normal displacement at the silicon gives the surface response

$$\varepsilon_{\rm eff}=\varepsilon_f\,\frac{\varepsilon+\varepsilon_f\tanh Kh}{\varepsilon_f+\varepsilon\tanh Kh}. \tag{30}$$

Its imaginary part measures the total dissipation in film and substrate; by reciprocity it also fixes the thermal emission, so $\varepsilon_{\rm eff}$ replaces $\varepsilon$ in the p-wave transmission. The film is modelled by $\varepsilon_f=2.1\prod_j(\omega_{Lj}^2-\omega^2-i\Gamma_j\omega)/(\omega_{Tj}^2-\omega^2-i\Gamma_j\omega)$. The rough values of $(\omega_T,\omega_L,\Gamma)$, as wavenumbers, are (457, 510, 40) and (1070, 1240, 70) cm⁻¹. The quasi-static p-wave estimate is about 15 W/cm², roughly 13 times the ideal limit; with the propagating and tunnelling waves added, the total is about 16 W/cm². The figure is good only to a factor of about two: halving the damping gives 28 W/cm² and doubling it 8 W/cm², while films of 0.5 and 2 nm give 4 and 45 W/cm². Absorption in the film is necessary, but the size is set by the film's phonon resonances. At large $K$ the prefactor in (11) is $(\mathrm{Im}\,\varepsilon_{\rm eff}/|\varepsilon_{\rm eff}|)^2$. For the bare solid it is only about $10^{-8}$; the infrared absorption of the polar film makes it larger by many orders of magnitude, so that waves with $K\gg nk_0$ carry substantial heat. About 96% of it flows at frequencies where $\mathrm{Re}\,\varepsilon_f<1$, in and just above the bands between $\omega_T$ and $\omega_L$; a film with the same $\mathrm{Im}\,\varepsilon_f$ but $\mathrm{Re}\,\varepsilon_f$ held at 2.1 gives only 2.3 W/cm². In this model, then, the $n^2$ result does not describe oxidized silicon at 10 nm. It requires surfaces free of such a film.

Other corrections at 10 nm are smaller. Free carriers at 1000 Ω cm, entered as a local conductivity, add about 0.0012 W/cm². This overstates the effect, because the Debye length of about 1.4 µm far exceeds the gap and a local response fails; a drift-diffusion response with a diffusivity of 20 cm²/s gives only about $10^{-6}$ W/cm². Nitrogen at 1 mTorr carries 0.0015 W/cm² if molecules leave each wall at its temperature. The carrier term grows with doping: at 1 Ω cm it is about 1.2 W/cm² in the local estimate and 0.16 W/cm² with drift-diffusion, although the free-carrier $\varepsilon''$ at 10 µm is still well below 0.001.

Opacity is also demanding. At normal incidence the intensity absorption length is $n/(k_0\varepsilon'')$, or 5.4 mm at a wavelength of 10 µm. A 0.5 mm wafer absorbs only about 9% in one such pass, so its flux depends on what lies behind it. Real lightly doped silicon does not have a constant $\varepsilon''$: about a quarter of the net flux lies above 1500 cm⁻¹, beyond the main lattice absorption bands, where the absorption length is far longer (hundreds of metres from free carriers alone at 1000 Ω cm), so no practical slab is opaque there. Within the model, a body thick enough to be opaque has a small temperature gradient: for a rough conductivity of 100 W/(m K), the ideal flux produces a drop of 0.6 K over one absorption length, against the imposed difference of 100 K. The numerical output lists the remaining gaps and the inputs of these estimates.

## Numbers as computed

```
Refractive index: 3.40; imaginary permittivity: 0.0010
Temperatures: 400 K and 300 K
Thermal length hbar*c/(k*T1): 5725 nm
Vacuum blackbody net flux: 0.09923 W/cm2
Ideal contact limit: 1.1471 W/cm2 = 11471 W/m2
n squared: 11.560
Far-field flux / blackbody: 0.5523
Explicit 50 um flux / blackbody: 0.5527
Contact quadrature, n=1.5: 2.25000 x blackbody
Contact quadrature, n=3.4: 11.56000 x blackbody
Gap 1 nm: 1.14628 W/cm2, 11.5516 x blackbody, 0.9993 of limit
Gap 10 nm: 1.11828 W/cm2, 11.2694 x blackbody, 0.9749 of limit
Gap 30 nm: 1.04445 W/cm2, 10.5254 x blackbody, 0.9105 of limit
Gap 100 nm: 0.87080 W/cm2, 8.7754 x blackbody, 0.7591 of limit
Gap 300 nm: 0.60906 W/cm2, 6.1378 x blackbody, 0.5310 of limit
Gap 1000 nm: 0.24083 W/cm2, 2.4270 x blackbody, 0.2099 of limit
Gap 3000 nm: 0.07873 W/cm2, 0.7934 x blackbody, 0.0686 of limit
Gap 10000 nm: 0.05742 W/cm2, 0.5787 x blackbody, 0.0501 of limit
Largest relative error, current-sheet test: 1.1e-15
Contact deficit at k0*d=0.001: direct 1.0576e-03, law 1.0561e-03
Lossy channel sum, k0*d=3e-05, loss=0.01: direct 42.564, law 42.564
Weak-loss channel sum, k0*d=0.001, loss=0.0001: 11.5477
Gap for neglected effects: 10 nm
Residual-loss tail: 1.471e-06 W/cm2
Formal loss crossover gap: 0.0113 nm
Carrier resistivity: 1000 ohm cm
Local free-carrier estimate: 1.2150e-03 W/cm2
Rough carrier diffusivity: 20 cm2/s
Rough Debye length: 1431 nm
Oxide thickness: 1.0 nm; eps_infinity: 2.1
Rough oxide TO, LO, damping: 457, 510, 40 1/cm
Rough oxide TO, LO, damping: 1070, 1240, 70 1/cm
Oxide p-wave estimate: 14.8266 W/cm2
Oxide estimate / ideal limit: 12.925
Nitrogen pressure: 0.0010 Torr
Residual-gas flux: 1.470e-03 W/cm2
Absorption length at 10 um: 5.41 mm
Rough thermal conductivity: 100 W/(m K)
Temperature drop over absorption length: 0.621 K
```
